# Debye relaxation at high frequency and the rotational f-sum rule: test program

```python
"""
Result under test: for independent rigid linear dipoles the Debye permittivity
    eps = 1 + D/(1 - i w tau)
has w*eps2 -> D/tau, so the integral of w*eps2 diverges, while the Rocard form
    eps = 1 + D/(1 - i w tau - w^2 tau tau_I),  tau*tau_I = I/(2kT),
gives the exact rotational f-sum 4 pi^2 N mu^2/(3 I).
Symbols (Hartree atomic units, time factor exp(-i w t)):
  N density, mu dipole, kT thermal energy, I moment of inertia,
  gamma friction rate, K = 2kT/I, tau = gamma/K, tau_I = 1/gamma,
  D = static orientational part of eps, kappa = tau_I/tau = K/gamma^2.
The full inertial dynamics is a chain of Laguerre coefficients, itself checked
against a direct stochastic simulation of rotating dipoles.
"""
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import lpmv

N, mu, kT, I, gamma = 1e-5, 1.0, 1e-3, 1e6, 2e-4
K = 2 * kT / I
tau, tau_I = gamma / K, 1 / gamma
kappa = tau_I / tau
D = 4 * np.pi * N * mu**2 / (3 * kT)
plateau = D / tau
f_sum = 4 * np.pi**2 * N * mu**2 / (3 * I)
w0 = np.sqrt(K)

nodes, weights = np.polynomial.legendre.leggauss(400)


def integral(f, scale, upper=np.inf):
    """Integral of f from 0 to upper, with w = scale*tan(theta)."""
    theta_max = np.arctan(upper / scale)
    theta = 0.5 * theta_max * (nodes + 1)
    w = scale * np.tan(theta)
    jacobian = scale / np.cos(theta)**2
    return 0.5 * theta_max * np.sum(weights * f(w) * jacobian)


def debye(w):
    return 1 + D / (1 - 1j * w * tau)


def rocard(w, inertial_time=tau_I):
    return 1 + D / (1 - 1j * w * tau - w**2 * tau * inertial_time)


def chain_matrix(k, pairs=30):
    """Generator of the inertial dynamics, time in units of 1/gamma."""
    A = np.zeros((2 * pairs, 2 * pairs))
    for n in range(pairs):
        a, b = 2 * n, 2 * n + 1
        A[a, a] = -2 * n
        A[a, b] = -k * (n + 1)
        if n > 0:
            A[a, b - 2] = k * n
        A[b, b] = -(2 * n + 1)
        A[b, a] = 1
        if n < pairs - 1:
            A[b, a + 2] = -1
    return A


def chain_transform(x, k, pairs=30):
    """gamma * one-sided Fourier transform of C(t) at x = w/gamma."""
    x = np.atleast_1d(np.asarray(x, float))
    A = chain_matrix(k, pairs)
    M = -1j * x[:, None, None] * np.eye(2 * pairs) - A
    start = np.zeros((len(x), 2 * pairs, 1), complex)
    start[:, 0, 0] = 1
    return np.linalg.solve(M, start)[:, 0, 0]


def chain_eps2(w):
    x = np.atleast_1d(w) / gamma
    return D * x * chain_transform(x, kappa).real


# Static response from the Boltzmann average in a weak field
field = 1e-5
boltz = lambda c: np.exp(mu * field * c / kT)
mean_cos = quad(lambda c: c * boltz(c), -1, 1)[0] / quad(boltz, -1, 1)[0]
assert abs(4 * np.pi * N * mu * mean_cos / field / D - 1) < 1e-4

# Quantum rigid rotor: f-sum from explicit dipole matrix elements, level by level
c, wc = np.polynomial.legendre.leggauss(30)


def theta_function(J, m):
    p = lpmv(m, J, c)
    return p / np.sqrt(np.sum(wc * p**2))


quantum_sums = []
for J in range(5):
    total = 0.0
    for m in range(-J, J + 1):
        for J2 in range(abs(m), J + 4):
            element = np.sum(wc * theta_function(J2, abs(m)) * c
                             * theta_function(J, abs(m)))
            gap = (J2 * (J2 + 1) - J * (J + 1)) / (2 * I)
            total += gap * (mu * element)**2 / (2 * J + 1)
    quantum_sums.append(4 * np.pi**2 * N * total)
assert np.allclose(quantum_sums, f_sum, rtol=1e-9, atol=0)

# Direct simulation of rotating dipoles at strong inertia (time unit 1/gamma)
k_test, dt, steps, rotors = 2.0, 0.05, 120, 60000
rng = np.random.default_rng(7)


def tangent(vec, u):
    return vec - np.sum(vec * u, axis=1, keepdims=True) * u


def rotate(u, v, h):
    speed = np.sqrt(np.sum(v**2, axis=1, keepdims=True))
    co, si = np.cos(speed * h), np.sin(speed * h)
    return u * co + v / speed * si, v * co - u * speed * si


u = rng.normal(size=(rotors, 3))
u /= np.linalg.norm(u, axis=1, keepdims=True)
v = np.sqrt(k_test / 2) * tangent(rng.normal(size=(rotors, 3)), u)
u_start = u.copy()
kick = np.sqrt(k_test / 2 * (1 - np.exp(-2 * dt)))
C_sim = [1.0]
for _ in range(steps):
    u, v = rotate(u, v, dt / 2)
    v = v * np.exp(-dt) + kick * tangent(rng.normal(size=(rotors, 3)), u)
    u, v = rotate(u, v, dt / 2)
    C_sim.append(np.mean(np.sum(u * u_start, axis=1)))
C_sim = np.array(C_sim)


def chain_correlation(pairs):
    step = expm(chain_matrix(k_test, pairs) * dt)
    state = np.zeros(2 * pairs)
    state[0] = 1
    values = [1.0]
    for _ in range(steps):
        state = step @ state
        values.append(state[0])
    return np.array(values)


error_chain = np.max(abs(chain_correlation(30) - C_sim))
error_rocard = np.max(abs(chain_correlation(1) - C_sim))
# statistical error of each simulated value is about 0.0025
assert error_chain < 0.0125
assert error_rocard > 0.05

# The shortest truncation of the chain is the Rocard permittivity
w_test = np.array([0.02, 0.3, 1.0, 5.0]) * gamma
x_test = w_test / gamma
short = 1 + D * (1 + 1j * x_test * chain_transform(x_test, kappa, 1))
assert np.allclose(short, rocard(w_test), rtol=0, atol=1e-12)

# Leading correction to the integral relaxation time
small = 0.01
shift = (chain_transform(0.0, small)[0].real * small - 1) / small
assert abs(shift - 0.5) < 0.01
time_ratio = chain_transform(0.0, kappa)[0].real * kappa

# Both models obey Kramers-Kronig
w_kk = 0.7137 * w0
for model in (debye, rocard):
    g_kk = w_kk * model(w_kk).imag
    real_part = 2 / np.pi * integral(
        lambda w: (w * model(w).imag - g_kk) / (w**2 - w_kk**2), w0)
    assert abs(real_part - (model(w_kk).real - 1)) < 1e-6 * D

# Debye: plateau and linearly growing partial sum
w_high = 1e4 / tau
assert abs(w_high * debye(w_high).imag / plateau - 1) < 1e-6


def debye_partial(W):
    return plateau * (W - np.arctan(W * tau) / tau)


cutoffs = np.array([1.0, 10.0, 100.0]) * gamma
S_debye = np.array([integral(lambda w: w * debye(w).imag, w0, W)
                    for W in cutoffs])
S_rocard = np.array([integral(lambda w: w * rocard(w).imag, w0, W)
                     for W in cutoffs])
assert np.allclose(S_debye, debye_partial(cutoffs), rtol=1e-7, atol=0)
w_used = brentq(lambda x: debye_partial(x * gamma) / f_sum - 1, 0.1, 10) * gamma

# Rocard and full chain: correct sum; a wrong inertial time: wrong sum
sum_rocard = integral(lambda w: w * rocard(w).imag, w0)
sum_chain = integral(lambda w: w * chain_eps2(w), gamma)
sum_wrong = integral(lambda w: w * rocard(w, 2 * tau_I).imag, w0)
assert abs(sum_rocard / f_sum - 1) < 1e-8
assert abs(sum_chain / f_sum - 1) < 1e-5
assert abs(sum_wrong / f_sum - 0.5) < 1e-8

# Rocard line: peak position, peak height, width and tail
grid = w0 * np.linspace(0.5, 2, 30001)
line = grid * rocard(grid).imag
w_peak, peak = grid[np.argmax(line)], line.max()
assert abs(w_peak / w0 - 1) < 1e-3 and abs(peak / plateau - 1) < 1e-7
half = lambda x: x * w0 * rocard(x * w0).imag / plateau - 0.5
w_low = brentq(half, 1e-3, 1) * w0
w_up = brentq(half, 1, 1e3) * w0
assert abs((w_up - w_low) / gamma - 1) < 1e-8
w_tail = 100 * gamma
tail = D * K * gamma
assert abs(w_tail**3 * rocard(w_tail).imag / tail - 1) < 1e-3
assert abs(w_tail**3 * chain_eps2(w_tail)[0] / tail - 1) < 1e-2


# Friction with memory: steeper tail, unchanged sum
def memory_eps2(w):
    friction = gamma / (1 - 0.5j * w / gamma)
    return (D * K / (K - w**2 - 1j * w * friction)).imag


sum_memory = integral(lambda w: w * memory_eps2(w), w0)
drop_memory = memory_eps2(200 * gamma) / memory_eps2(400 * gamma)
drop_rocard = rocard(200 * gamma).imag / rocard(400 * gamma).imag
assert abs(sum_memory / f_sum - 1) < 1e-7
assert abs(drop_memory / 2**5 - 1) < 1e-2
assert abs(drop_rocard / 2**3 - 1) < 1e-2

# Worked example
t_au = pc['atomic unit of time'][0]
bohr_cm = pc['Bohr radius'][0] * 100
light = 1 / pc['fine-structure constant'][0]
kelvin = pc['hartree-kelvin relationship'][0]
THz = lambda w: w / (2 * np.pi * t_au) / 1e12
print(f"density N = {N:.1e} a.u., dipole mu = {mu:.1f} a.u.")
print(f"kT = {kT:.1e} hartree = {kT * kelvin:.1f} K")
print(f"moment of inertia I = {I:.1e} a.u.")
print(f"friction rate gamma = {gamma:.1e} a.u.; gamma/kT = {gamma / kT:.2f}")
print(f"K = 2kT/I = {K:.3e} a.u.; sqrt(K) = {w0:.4e} a.u.")
print(f"Debye time tau = {tau:.4e} a.u. = {tau * t_au * 1e12:.3f} ps")
print(f"inertial time tau_I = {tau_I:.4e} a.u. = {tau_I * t_au * 1e12:.4f} ps")
print(f"kappa = tau_I/tau = {kappa:.4f}")
print(f"static orientational part D = {D:.5f}")
print(f"Debye plateau D/tau = {plateau:.4e} a.u.")
print(f"plateau absorption = {plateau / light / bohr_cm:.4f} cm^-1")
print(f"exact rotational f-sum = {f_sum:.5e} a.u.")
print(f"quantum rotor f-sum, J=0 and J=4 = {quantum_sums[0]:.5e}, "
      f"{quantum_sums[4]:.5e} a.u.")
print(f"Rocard sum / exact = {sum_rocard / f_sum:.6f}")
print(f"full chain sum / exact = {sum_chain / f_sum:.6f}")
print(f"Rocard sum / exact with doubled tau_I = {sum_wrong / f_sum:.6f}")
print(f"memory friction (memory time 0.5/gamma) sum / exact = "
      f"{sum_memory / f_sum:.6f}")
print("w*eps2 divided by D/tau:  w*tau, Debye, Rocard, full chain")
for wt in (0.1, 1.0, w0 * tau, 20.0, 200.0, 2000.0):
    w = wt / tau
    print(f"  {wt:9.3f}  {w * debye(w).imag / plateau:.6f}  "
          f"{w * rocard(w).imag / plateau:.4e}  "
          f"{w * chain_eps2(w)[0] / plateau:.4e}")
print("partial sum / exact f-sum:  cutoff/gamma, Debye, Rocard")
for W, sd, sr in zip(cutoffs, S_debye, S_rocard):
    print(f"  {W / gamma:6.1f}  {sd / f_sum:.4f}  {sr / f_sum:.4f}")
print(f"Debye uses up the f-sum at w = {w_used:.4e} a.u. = "
      f"{w_used / gamma:.4f} gamma = {THz(w_used):.3f} THz")
print(f"Rocard peak of w*eps2 at w = {w_peak:.4e} a.u. = {THz(w_peak):.3f} THz")
print(f"Rocard half-height points = {w_low:.4e}, {w_up:.4e} a.u.")
print(f"chain relaxation time / tau = {time_ratio:.5f}")
print(f"simulation at kappa = {k_test:.1f}: largest error in C(t), "
      f"chain {error_chain:.4f}, Rocard {error_rocard:.4f}")
print(f"eps2 drop when w doubles from 200 gamma: Rocard {drop_rocard:.3f}, "
      f"memory {drop_memory:.3f}")
print("OK")
```

Printed output:

```
density N = 1.0e-05 a.u., dipole mu = 1.0 a.u.
kT = 1.0e-03 hartree = 315.8 K
moment of inertia I = 1.0e+06 a.u.
friction rate gamma = 2.0e-04 a.u.; gamma/kT = 0.20
K = 2kT/I = 2.000e-09 a.u.; sqrt(K) = 4.4721e-05 a.u.
Debye time tau = 1.0000e+05 a.u. = 2.419 ps
inertial time tau_I = 5.0000e+03 a.u. = 0.1209 ps
kappa = tau_I/tau = 0.0500
static orientational part D = 0.04189
Debye plateau D/tau = 4.1888e-07 a.u.
plateau absorption = 0.5776 cm^-1
exact rotational f-sum = 1.31595e-10 a.u.
quantum rotor f-sum, J=0 and J=4 = 1.31595e-10, 1.31595e-10 a.u.
Rocard sum / exact = 1.000000
full chain sum / exact = 1.000000
Rocard sum / exact with doubled tau_I = 0.500000
memory friction (memory time 0.5/gamma) sum / exact = 1.000000
w*eps2 divided by D/tau:  w*tau, Debye, Rocard, full chain
      0.100  0.009901  9.9108e-03  1.0149e-02
      1.000  0.500000  5.2562e-01  5.2451e-01
      4.472  0.952381  1.0000e+00  9.7626e-01
     20.000  0.997506  5.2562e-01  5.3000e-01
    200.000  0.999975  9.9108e-03  9.9296e-03
   2000.000  1.000000  9.9991e-05  9.9993e-05
partial sum / exact f-sum:  cutoff/gamma, Debye, Rocard
     1.0  0.5882  0.4907
    10.0  6.3164  0.9365
   100.0  63.6120  0.9936
Debye uses up the f-sum at w = 3.2956e-04 a.u. = 1.6478 gamma = 2.168 THz
Rocard peak of w*eps2 at w = 4.4721e-05 a.u. = 0.294 THz
Rocard half-height points = 9.5445e-06, 2.0954e-04 a.u.
chain relaxation time / tau = 1.02459
simulation at kappa = 2.0: largest error in C(t), chain 0.0035, Rocard 0.2352
eps2 drop when w doubles from 200 gamma: Rocard 8.000, memory 32.000
OK
```
